# Monopole selection rule and Carlson–Nestor shake probability with Pauli correction: verification in Python

```python
# Result under test: after sudden core ionization only ion states with the total
# symmetry of the frozen state appear (monopole rule), and subshell nl loses
#   P = 1 - p**N - PF,   PF = sum_{n' != n} N N'/(4l+2) |<n'l ion|nl atom>|^2,
# up to second order in the one-electron losses (Carlson-Nestor formula).
# p: squared overlap of the nl orbitals of atom and ion; N: electrons in nl;
# N': electrons in the destination subshell n'l of the ion.
# S[a, b]: overlap of ion orbital a with atom orbital b. Atomic units inside.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.special import eval_legendre, factorial, lpmv, roots_jacobi
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10


# ---------- monopole rule: two interacting electrons on a sphere ----------
def harmonic(l, m, cos_t, phi):
    k = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1)**k * y.conj()


nodes, gl_weights = np.polynomial.legendre.leggauss(10)
angles = np.arange(16) * 2*np.pi / 16
cos_grid, phi_grid = [g.ravel() for g in np.meshgrid(nodes, angles, indexing='ij')]
sphere_weights = np.repeat(gl_weights, 16) * 2*np.pi / 16
lm = [(l, m) for l in range(3) for m in range(-l, l + 1)]
Y = np.array([harmonic(l, m, cos_grid, phi_grid) for l, m in lm])


def angular_matrix(values):
    return (Y.conj() * (sphere_weights * values)) @ Y.T


def legendre_interaction(k):
    total = 0
    for q in range(-k, k + 1):
        A = angular_matrix(harmonic(k, q, cos_grid, phi_grid))
        total = total + np.kron(A.conj().T, A)
    return total * 4*np.pi / (2*k + 1)


one = np.eye(9)


def both(A):
    return np.kron(A, one) + np.kron(one, A)


raising = np.zeros((9, 9))
for j, (l, m) in enumerate(lm):
    if m < l:
        raising[lm.index((l, m + 1)), j] = np.sqrt(l*(l + 1) - m*(m + 1))
Lz, Lp = both(np.diag([float(m) for l, m in lm])), both(raising)
L2 = Lz @ Lz + 0.5 * (Lp @ Lp.T + Lp.T @ Lp)
B_EV, G1_EV, G2_EV, AXIAL_EV = 10.0, 10.0, 4.0, 5.0
H_sphere = (both(np.diag([B_EV * l*(l + 1) for l, m in lm]))
            + G1_EV * legendre_interaction(1) + G2_EV * legendre_interaction(2))
p_squared = np.array([float(a[0] == 1 and b[0] == 1) for a in lm for b in lm])


def sudden_weights(H):
    energy, vec = np.linalg.eigh(H)
    weight = abs(vec[0])**2          # basis state 0 is the frozen s^2 state
    L2_mean = np.real(np.sum(vec.conj() * (L2 @ vec), axis=0))
    p2_content = p_squared @ abs(vec)**2
    return weight, L2_mean, p2_content


w, L2_mean, p2_content = sudden_weights(H_sphere)
forbidden_weight = w[L2_mean > 1e-5].sum()
p2_weight = w[(L2_mean < 1e-5) & (p2_content > 0.5)].sum()
w_ax, L2_ax, _ = sudden_weights(H_sphere + AXIAL_EV * both(angular_matrix(cos_grid)))
axial_weight = w_ax[L2_ax > 1.0].sum()
assert forbidden_weight < 1e-12
assert p2_weight > 1e-3        # configuration interaction breaks the l rule
assert axial_weight > 1e-3     # a non-spherical ion breaks the total rule

# ---------- determinants: explicit sums and orders of the error ----------
DIM, M = 9, 3
random = np.random.default_rng(1).normal(size=(DIM, DIM))
generator = random - random.T


def determinant_model(eps):
    A = expm(eps * generator)[:, :M]     # atom orbitals in the ion basis
    S = A[:M]
    p = np.diag(S)**2
    f = (S**2).sum(axis=0) - p
    q = 1 - p - f
    total, excited, holes = 0.0, 0.0, np.zeros(M)
    for rows in itertools.combinations(range(DIM), M):
        prob = np.linalg.det(A[list(rows)])**2
        total += prob
        excited += prob * sum(r >= M for r in rows)
        holes += prob * np.array([a not in rows for a in range(M)])
    exact_stay = np.linalg.det(S)**4     # two spin channels, N = 2 per shell
    err_cn = np.prod(p**2 + 2*f) - exact_stay
    err_plain = np.prod(p**2) - exact_stay
    return total, excited, q, err_cn, err_plain, abs(holes - q).max()


total, excited, q_model, *_ = determinant_model(0.2)
assert abs(total - 1) < 1e-11
assert abs(excited - q_model.sum()) < 1e-11
coarse, fine = determinant_model(0.02), determinant_model(0.01)
ratio_cn, ratio_plain, ratio_hole = [coarse[i] / fine[i] for i in (3, 4, 5)]
assert 14 < ratio_cn < 18          # fourth order in the orbital change
assert 3.6 < ratio_plain < 4.4     # second order without the Pauli term
assert 7 < ratio_hole < 9          # third order in the choice of hole label

THETA = 0.2
rotation = np.array([[np.cos(THETA), -np.sin(THETA)],
                     [np.sin(THETA), np.cos(THETA)]])
rot_exact = 1 - np.linalg.det(rotation)**4
rot_plain = 1 - rotation[0, 0]**4
rot_cn = rot_plain - 2 * rotation[1, 0]**2
assert abs(rot_exact) < 1e-12 and abs(rot_cn + np.sin(THETA)**4) < 1e-12

# mean number of blocked electrons for p^3 -> p^4, all configurations
blocked = np.mean([len(set(a) & set(b))
                   for a in itertools.combinations(range(6), 3)
                   for b in itertools.combinations(range(6), 4)])
assert abs(blocked - 3 * 4 / 6) < 1e-12


# ---------- radial Kohn-Sham solver on mapped Lobatto points ----------
class RadialGrid:
    def __init__(self, n, scale=0.5, r_max=40.0):
        x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
        P = eval_legendre(n, x)
        weight = 2 / (n * (n + 1) * P**2)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        D = P[:, None] / P[None, :] / gap
        np.fill_diagonal(D, 0.0)
        D[0, 0], D[-1, -1] = -n*(n + 1) / 4, n*(n + 1) / 4
        b = 2 * scale / r_max
        slope = scale * (2 + b) / (1 - x + b)**2
        self.r = (scale * (1 + x) / (1 - x + b))[1:-1]
        self.r_max = r_max
        self.measure = (weight * slope)[1:-1]
        inner = D[:, 1:-1]
        self.stiffness = inner.T @ ((weight / slope)[:, None] * inner)
        root = np.sqrt(self.measure)
        self.kinetic = 0.5 * self.stiffness / np.outer(root, root)

    def orbitals(self, l, r_times_v):
        diagonal = l*(l + 1) / (2 * self.r**2) + r_times_v / self.r
        return eigh(self.kinetic + np.diag(diagonal))

    def r_hartree(self, shell_density):
        # shell_density: electrons carried by each grid point
        part = np.linalg.solve(self.stiffness, shell_density / self.r)
        return part + shell_density.sum() * self.r / self.r_max


Z = 60
ATOM = {0: [2]*6, 1: [6]*4, 2: [10, 10], 3: [4]}
ION = {0: [2]*6, 1: [6]*4, 2: [9, 10], 3: [4]}
assert sum(map(sum, ATOM.values())) == Z


def self_consistent(grid, occupation, start):
    screen, history_x, history_f = start.copy(), [], []
    for iteration in range(300):
        states = {l: grid.orbitals(l, screen - Z) for l in occupation}
        density = sum(N * states[l][1][:, k]**2
                      for l in occupation for k, N in enumerate(occupation[l]))
        rho = density / grid.measure / (4*np.pi * grid.r**2)
        rho = np.maximum(rho, 1e-12)     # keeps the far tail continuous
        vxc = np.asarray(libxc.eval_xc('lda,vwn', rho, spin=0, deriv=1)[1][0])
        residual = grid.r_hartree(density) + grid.r * vxc.ravel() - screen
        if abs(residual).max() < 1e-5:
            return states, screen
        step = screen + 0.2 * residual
        if iteration >= 12:
            history_x = (history_x + [screen])[-6:]
            history_f = (history_f + [residual])[-6:]
            if len(history_x) > 1:
                dx, df = np.diff(history_x, axis=0), np.diff(history_f, axis=0)
                mix = np.linalg.lstsq(df.T, residual, rcond=1e-8)[0]
                step = step - (dx + 0.2 * df).T @ mix
        screen = step
    raise AssertionError('self-consistent field did not converge')


def atom_and_ion(n):
    grid = RadialGrid(n)
    t = 0.6 * grid.r * Z**(1/3)
    guess = (Z - 1) * (1 - 1 / (1 + t)**2)
    atom, screen = self_consistent(grid, ATOM, guess)
    ion, _ = self_consistent(grid, ION, screen)
    S = {l: ion[l][1][:, :len(ATOM[l])].T @ atom[l][1][:, :len(ATOM[l])]
         for l in ATOM}
    return grid, atom, ion, S


# occupied shells of each (m, spin) channel: (number of channels, shell indices)
CHANNELS = {0: [(2, range(6))], 1: [(6, range(4))],
            2: [(9, [0, 1]), (1, [1])], 3: [(4, [0])]}


def exact_no_shake(S):
    stay = 1.0
    for l, groups in CHANNELS.items():
        for count, shells in groups:
            stay *= np.linalg.det(S[l][np.ix_(shells, shells)])**(2 * count)
    return stay


grid, atom, ion, S = atom_and_ion(160)
for l in range(4):                       # hydrogen-like levels
    levels = grid.orbitals(l, np.full(grid.r.size, -float(Z)))[0][:3]
    assert np.allclose(levels, -Z**2 / 2 / (l + 1 + np.arange(3))**2, atol=1e-4)
one_s = grid.orbitals(0, np.full(grid.r.size, -4.0))[1][:, 0]**2
assert np.allclose(grid.r_hartree(one_s),
                   1 - (1 + 4*grid.r) * np.exp(-8*grid.r), atol=1e-6)

exact_stay = exact_no_shake(S)
coarse_stay = exact_no_shake(atom_and_ion(125)[3])
assert abs(exact_stay - coarse_stay) < 1e-4

table, stay_cn, stay_ind, stay_plain = [], 1.0, 1.0, 1.0
for l in ATOM:
    for b, N in enumerate(ION[l]):
        p = S[l][b, b]**2
        PF = sum(N * ION[l][a] / (4*l + 2) * S[l][a, b]**2
                 for a in range(len(ION[l])) if a != b)
        independent = 1.0
        for count, shells in CHANNELS[l]:
            if b in shells:
                independent *= sum(S[l][a, b]**2 for a in shells)**count
        P_plain, P_cn, P_ind = 1 - p**N, 1 - p**N - PF, 1 - independent
        assert -1e-11 <= P_ind - P_cn <= PF * (1 - p**(N - 1)) + 1e-11
        stay_cn *= 1 - P_cn
        stay_ind *= 1 - P_ind
        stay_plain *= 1 - P_plain
        table.append((f'{b + l + 1}{"spdf"[l]}', N, p, P_plain, PF, P_cn, P_ind))
assert exact_stay <= stay_ind + 1e-11 and stay_ind <= stay_cn + 1e-11
assert stay_cn - exact_stay < 0.02
assert abs(stay_cn - exact_stay) < abs(stay_plain - exact_stay)

print('Sphere model: level constant B, couplings g1, g2, axial field (eV):',
      B_EV, G1_EV, G2_EV, AXIAL_EV)
print(f'  weight in states with L > 0, spherical ion: {forbidden_weight:.1e}')
print(f'  weight in the L = 0 state of mainly p^2 kind: {p2_weight:.5f}')
print(f'  weight in states with <L^2> > 1, axial ion: {axial_weight:.5f}')
print('Determinant model, error ratio when the orbital change is halved:')
print(f'  with Pauli term {ratio_cn:.2f}, without {ratio_plain:.2f}, '
      f'hole label {ratio_hole:.2f}')
print(f'Rotation of two filled shells by {THETA} rad, upper or lower shell, N = 2:')
print(f'  exact total {abs(rot_exact):.5f}, uncorrected {rot_plain:.5f}, '
      f'corrected {rot_cn:.5f}')
print(f'Mean number of blocked electrons, p^3 into p^4: {blocked:.3f}')
print('Nd atom 4f4 6s2 and ion with a 3d hole, nonrelativistic LDA (VWN)')
print('Orbital energy (eV) and mean radius (angstrom), atom -> ion:')
for name, l, k in (('3d', 2, 0), ('4d', 2, 1), ('4f', 3, 0),
                   ('5s', 0, 4), ('5p', 1, 3), ('6s', 0, 5)):
    e0, e1 = atom[l][0][k] * EV, ion[l][0][k] * EV
    r0, r1 = [(s[l][1][:, k]**2 @ grid.r) * ANG for s in (atom, ion)]
    print(f'  {name}: {e0:.2f} -> {e1:.2f} eV; {r0:.4f} -> {r1:.4f} angstrom')
print('Probabilities per subshell (dimensionless):')
print('  nl  N  p        1-p^N     PF        P_CN      P_independent')
for name, N, p, P_plain, PF, P_cn, P_ind in table:
    print(f'  {name} {N:2d}  {p:.5f}  {P_plain:.5f}  {PF:.5f}  '
          f'{P_cn:8.5f}  {P_ind:8.5f}')
print(f'Squared overlap of 4d (atom) with 3d (ion): {S[2][0, 1]**2:.3e}')
print(f'Unblocked 4d -> 3d-hole weight in P_CN: '
      f'{10 * (1 - ION[2][0] / 10) * S[2][0, 1]**2:.3e}')
print('Total shake probability of the ion (dimensionless):')
print(f'  full determinants           {1 - exact_stay:.5f}')
print(f'  independent electrons       {1 - stay_ind:.5f}')
print(f'  Carlson-Nestor, combined    {1 - stay_cn:.5f}')
print(f'  without Pauli correction    {1 - stay_plain:.5f}')
print(f'Change of the full result on a coarser grid: '
      f'{abs(exact_stay - coarse_stay):.1e}')
print('finished without a failed check')
```

Output:

```
Sphere model: level constant B, couplings g1, g2, axial field (eV): 10.0 10.0 4.0 5.0
  weight in states with L > 0, spherical ion: 1.0e-31
  weight in the L = 0 state of mainly p^2 kind: 0.01768
  weight in states with <L^2> > 1, axial ion: 0.01920
Determinant model, error ratio when the orbital change is halved:
  with Pauli term 15.68, without 3.91, hole label 7.98
Rotation of two filled shells by 0.2 rad, upper or lower shell, N = 2:
  exact total 0.00000, uncorrected 0.07738, corrected -0.00156
Mean number of blocked electrons, p^3 into p^4: 2.000
Nd atom 4f4 6s2 and ion with a 3d hole, nonrelativistic LDA (VWN)
Orbital energy (eV) and mean radius (angstrom), atom -> ion:
  3d: -972.93 -> -1025.54 eV; 0.1284 -> 0.1271 angstrom
  4d: -119.10 -> -140.35 eV; 0.3738 -> 0.3644 angstrom
  4f: -4.88 -> -22.41 eV; 0.5457 -> 0.4660 angstrom
  5s: -36.33 -> -48.52 eV; 0.8239 -> 0.7957 angstrom
  5p: -21.73 -> -33.09 eV; 0.9350 -> 0.8876 angstrom
  6s: -3.42 -> -9.53 eV; 2.4359 -> 2.0318 angstrom
Probabilities per subshell (dimensionless):
  nl  N  p        1-p^N     PF        P_CN      P_independent
  1s  2  1.00000  0.00000  0.00000   0.00000   0.00000
  2s  2  1.00000  0.00000  0.00000   0.00000   0.00000
  3s  2  0.99993  0.00014  0.00010   0.00004   0.00004
  4s  2  0.99953  0.00094  0.00052   0.00043   0.00043
  5s  2  0.99677  0.00644  0.00336   0.00309   0.00309
  6s  2  0.92754  0.13966  0.00192   0.13774   0.13788
  2p  6  1.00000  0.00000  0.00000   0.00000   0.00000
  3p  6  0.99991  0.00054  0.00037   0.00017   0.00017
  4p  6  0.99937  0.00380  0.00178   0.00202   0.00202
  5p  6  0.99389  0.03612  0.00129   0.03482   0.03486
  3d  9  0.99986  0.00126  0.00077   0.00049   0.00050
  4d 10  0.99867  0.01322  0.00073   0.01249   0.01250
  4f  4  0.97973  0.07866  0.00000   0.07866   0.07866
Squared overlap of 4d (atom) with 3d (ion): 8.102e-05
Unblocked 4d -> 3d-hole weight in P_CN: 8.102e-05
Total shake probability of the ion (dimensionless):
  full determinants           0.24776
  independent electrons       0.24768
  Carlson-Nestor, combined    0.24751
  without Pauli correction    0.25592
Change of the full result on a coarser grid: 3.1e-10
finished without a failed check
```
